# Density-matrix purification: convergence order and logarithmic multiplication count

## Definitions and conventions

Let $H$ be the real symmetric one-electron matrix of a mean-field calculation, held fixed and written in an orthonormal basis of $n$ functions. Spin is omitted. The lowest $N_o$ levels are occupied and the other $N_u=n-N_o$ are empty. The frontier levels are $\varepsilon_H$ (highest occupied) and $\varepsilon_L$ (lowest empty), with gap

$$\Delta=\varepsilon_L-\varepsilon_H>0 .$$

The wanted density matrix is the projector $P$ on the occupied levels, so $P^2=P$ and $\mathrm{Tr}\,P=N_o$. Purification builds it from matrix products, without eigenvectors. Cost is counted in products of two $n\times n$ matrices.

All levels lie strictly inside a known interval $[e_{lo},e_{hi}]$ of width $W$. Row sums supply one. If $Hv=\varepsilon v$ and $v_i$ is the component of largest magnitude, then $(\varepsilon-H_{ii})v_i=\sum_{j\ne i}H_{ij}v_j$ gives $|\varepsilon-H_{ii}|\le\sum_{j\neq i}|H_{ij}|$. The union of these ranges, slightly widened, is a safe interval.

Each iterate $X$ is a polynomial in $H$. It therefore has the eigenvectors of $H$, and each step acts on the eigenvalues $x$ separately. The spectral-norm error $\|X-P\|_2$ is the largest of $|x|$ over empty levels and $|1-x|$ over occupied ones. Exact arithmetic is assumed until the section on stability.

## The two schemes

McWeeny purification needs a chemical potential $\mu$ inside the gap:

```
w = max(e_hi - mu, mu - e_lo)
X = I/2 - (H - mu I)/(2w)
repeat
    X2 = X X
    if Tr X - Tr X2 <= tol/2: stop
    X = 3 X2 - 2 X2 X
check |Tr X - N_o| < 1/2
```

Trace-correcting purification needs $N_o$ instead of $\mu$:

```
X = (e_hi I - H)/W
repeat
    X2 = X X
    if Tr X - Tr X2 <= tol/2 and |Tr X - N_o| < 1/2: stop
    if Tr X > N_o: X = X2
    else:          X = 2X - X2
```

A McWeeny iteration costs two products and a trace-correcting step costs one. In both, the successful stopping check uses one further product.

The check is justified as follows, for $x\in[0,1]$ and $tol\le\tfrac12$. Let $d$ be the distance of $x$ from the nearer of 0 and 1. Then $x(1-x)=d(1-d)\ge d/2$, so the distances sum to at most $2\,\mathrm{Tr}(X-X^2)\le tol$. The trace thus differs from the number of eigenvalues near 1 by at most $\tfrac12$. If also $|\mathrm{Tr}X-N_o|<\tfrac12$, two integers differ by less than 1, and that number is $N_o$. Both schemes preserve the order of the levels, as shown below, so these are the right levels and $\|X-P\|_2\le tol$.

## McWeeny: quadratic convergence

The map is $f(x)=3x^2-2x^3$. An empty eigenvalue $x=\delta$ becomes $3\delta^2-2\delta^3$. For an occupied one, $x=1-\delta$,

$$f(1-\delta)=3(1-2\delta+\delta^2)-2(1-3\delta+3\delta^2-\delta^3)=1-3\delta^2+2\delta^3 .$$

The linear terms cancel, and at both ends

$$\delta'=3\delta^2-2\delta^3\le 3\delta^2 .$$

This is quadratic convergence in each iteration. The idempotency error $E=x-x^2$ shows it too. Since $f=x^2(3-2x)$ and $1-f=(1-x)^2(1+2x)$,

$$E'=f(1-f)=E^2(3-2x)(1+2x)=E^2(3+4x-4x^2)=E^2(3+4E).$$

The same relation holds for the matrix $E=X-X^2$.

## McWeeny: number of products

Far from idempotency the useful variable is $s=2x-1$. Substituting $x=(1+s)/2$,

$$f=\frac{(1+s)^2(2-s)}{4},\qquad s'=2f-1=\frac{3s-s^3}{2}.$$

On $[-1,1]$ this map is odd, non-decreasing and sign-preserving. It keeps the order of levels, and the smallest $|s|$, called $y$, stays the smallest. That eigenvalue determines the error, $\delta=(1-y)/2$. The starting matrix has $s=-(\varepsilon-\mu)/w$, so for $\mu$ at midgap

$$y_0=\frac{\Delta}{2w},\qquad y_{k+1}=\tfrac32\,y_k\left(1-\tfrac13y_k^2\right).$$

For other $\mu$, replace $\Delta/2$ by the distance from $\mu$ to the nearest level.

Take $y_0<\tfrac12$ and let $n_h$ be the first iteration with $y\ge\tfrac12$. Since $y$ grows by at most $3/2$, $(3/2)^{n_h}y_0\ge\tfrac12$. This is a lower bound on $n_h$.

For the upper bound, note that while $y<\tfrac12$ the growth factor exceeds $\tfrac32(1-\tfrac1{12})=\tfrac{11}{8}$. Counting back from $y_{n_h-1}<\tfrac12$ gives $y_{n_h-1-j}<\tfrac12(8/11)^j$, and a geometric series gives

$$\sum_{k<n_h}y_k^2<\frac{1/4}{1-64/121}=\frac{121}{228}.$$

For numbers $t_k\in[0,1]$, $\prod(1-t_k)\ge1-\sum t_k$. With $t_k=y_k^2/3$ the product of correction factors is at least $1-121/684$. Hence $(3/2)^{n_h-1}y_0(1-121/684)\le y_{n_h-1}<\tfrac12$, and

$$\log_{3/2}\frac{1}{2y_0}\le n_h<1+\log_{3/2}\frac{C}{y_0},\qquad C=\frac{1/2}{1-121/684}\approx0.607 .$$

From then on $\delta\le\tfrac14$. Multiplying $\delta'\le3\delta^2$ by 3 gives $3\delta'\le(3\delta)^2$, so after $k$ more iterations $3\delta_k\le(3/4)^{2^k}$. An error $\tau<\tfrac14$ is reached once

$$2^k\ge\frac{\ln[1/(3\tau)]}{\ln(4/3)} .$$

Because $W/2\le w\le W$, replacing $2w$ by $W$ in $y_0$ changes its logarithm by a bounded amount. At fixed $\tau$, with two products per iteration,

$$M_{\rm McW}=\frac{2}{\ln(3/2)}\ln\frac{W}{\Delta}+O(1),\qquad \frac{2}{\ln(3/2)}\approx4.93 .$$

The coefficient does not depend on system size. Physically, the frontier levels must be driven apart from a separation $\Delta/W$ to 1, and each iteration can stretch a small separation by only a fixed factor. The tolerance enters as a double logarithm.

## Trace correction: quadratic in two steps

Here $x=(e_{hi}-\varepsilon)/W$ initially lies in $(0,1)$. Both maps are increasing on this interval and keep $x$ inside it. Since $1-(2x-x^2)=(1-x)^2$, the second map is squaring seen from the occupied end. Exchanging $x$ with $1-x$ and occupied with empty exchanges the maps; this is the mirror argument used below.

One step is not quadratic: squaring sends $1-\delta$ to $1-2\delta+\delta^2$, which nearly doubles a small occupied error. Define

$$a=\sum_{\rm empty}x_i,\qquad b=\sum_{\rm occ}(1-x_j),\qquad m=\max(a,b).$$

Then $\mathrm{Tr}X-N_o=a-b$, so the trace rule attacks the larger error. Suppose $a>b$. Squaring gives

$$a'=\sum x_i^2\le a^2,\qquad b'=\sum(1-x_j)(1+x_j)\le2b .$$

There are two possible successors.

- If $a'\le b'$, the rule takes $2X-X^2$. Then $b''\le b'^2\le4b^2$ and $a''\le2a'\le2a^2$.
- If $a'>b'$, it squares again. Then $a''\le a'\le a^2$ and $b''\le2b'<2a'\le2a^2$.

The mirror argument covers $a\le b$; a tie does not alter the inequalities. In every case

$$m''\le4m^2,\qquad\text{or}\qquad 4m''\le(4m)^2 .$$

Once $m<\tfrac14$, convergence is quadratic per two products. As $\|X-P\|_2\le m$, this also bounds the matrix error.

## Trace correction: number of products

**Growth of the frontier separation.** Let $h$ and $l$ be the frontier occupied and empty eigenvalues of $X$, and $u=1-h$. Measure their separation by

$$D=\ln\frac{h}{1-h}-\ln\frac{l}{1-l}=\ln\frac{h(1-l)}{l\,u}.$$

With $\lambda(x)=\ln[x/(1-x)]$, $d\lambda/dx=1/[x(1-x)]$. Under squaring,

$$\frac{d\lambda(x^2)}{dx}=\frac{2x}{x^2(1-x^2)}=\frac{2}{1+x}\,\frac{d\lambda}{dx}.$$

Integrating from $l$ to $h$, and using the mirror argument for the other map,

$$\frac{2D}{1+h}\le D'\le2D\ \ (X^2),\qquad \frac{2D}{2-l}\le D'\le2D\ \ (2X-X^2).$$

Thus $D$ never decreases. Since $x(1-x)\le\tfrac14$, it starts at $D_0\ge4(h_0-l_0)=4\Delta/W$.

**Keeping the growth factor above 1.** The factor $2/(1+h)=2/(2-u)$ approaches 1 if $u\to0$, so $u$ needs a lower bound when squaring is chosen. When $2X-X^2$ is chosen, $l\le a\le b\le N_ou$. Solving the definition of $D$ for $l$,

$$l=\frac{1-u}{1-u+u\,e^{D}}\ge(1-u)e^{-D},$$

because the denominator is at most $e^D$. Together these give $1-u\le N_oue^D$, hence $u\ge1/(1+N_oe^D)$. Let $N=\max(N_o,N_u)$ and $K=256N^3$. While $D<\ln K$, a step $2X-X^2$ starts from $u\ge1/(1+NK)$ and leaves $u'=u^2\ge(1+NK)^{-2}$. A squaring step only raises $u$. With the mirror result for $l$, both $u$ and $l$ are at least

$$c=\min\left[u_0,\ l_0,\ (1+NK)^{-2}\right]$$

up to the moment when $D$ reaches $\ln K$. Here $u_0=(\varepsilon_H-e_{lo})/W$ and $l_0=(e_{hi}-\varepsilon_L)/W$. Each step multiplies $D$ by at least $2/(2-c)$, so the number of products in this stage is at most

$$1+\frac{\ln\left[W\ln K/(4\Delta)\right]}{\ln[2/(2-c)]}$$

if $D_0<\ln K$, and zero otherwise.

**Reaching the quadratic region.** Afterwards $lu=e^{-D}h(1-l)\le1/K$. Suppose squaring is chosen next. Then $u\le b<a\le N_ul$, so $u^2<Nlu\le N/K$, and

$$b\le Nu\le N^{3/2}K^{-1/2}=\tfrac1{16}.$$

This holds at every step of the run of squarings. If the rule then changes, the last squaring has left $b\le\tfrac18$, and the change means $a\le b$; thus $m\le\tfrac18$. If $a$ falls to $\tfrac18$ first, again $m\le\tfrac18$. The latter must happen in a long run: after $k$ squarings $a\le Nl^{2^k}$, and $-\ln l\ge1-l\ge u\ge c$ at its start, so $2^k\ge\ln(8N)/c$ suffices. The mirror argument covers a run of $2X-X^2$. The two-step law then finishes, which proves convergence to $P$ from every allowed start.

For fixed $N_o$, $N_u$ and $\tau$, with $u_0,l_0$ bounded away from zero, the count is therefore at most a constant times $\ln(W/\Delta)$, plus a constant. It also cannot grow more slowly. The two maps multiply $h-l$ by $h+l$ and $2-h-l$, neither above 2, and $m\le\tfrac18$ requires $h-l\ge\tfrac34$. Hence for $\tau\le\tfrac18$

$$M_{\rm TC}\ge\log_2\frac{3W}{4\Delta}.$$

The upper coefficient is a proof device, not an estimate: for $N=100$, $c$ is about $10^{-21}$ or less. The argument does not establish a size-independent rate for arbitrary spectra.

**An isolated frontier pair.** A useful rate follows when all other levels have converged. Then $\mathrm{Tr}X-N_o=h+l-1$, and the rule selects the factor $\max(h+l,\,2-h-l)\ge1$ for the gap. For a small gap put $h\approx l\approx x$ and $z=\max(x,1-x)$. The factor is $2z$, and

$$z'=\max(z^2,1-z^2).$$

If $z>\tfrac34$, repeated squaring brings it into $[\tfrac12,\tfrac34]$, which maps into itself. There the two-step factor $4zz'$ is

- $4z(1-z^2)$ for $z^2\le\tfrac12$: it is $\tfrac32$ at $z=\tfrac12$, peaks at $8/(3\sqrt3)\approx1.54$ and falls to $\sqrt2$;
- $4z^3$ for $z^2\ge\tfrac12$: it rises from $\sqrt2$ to $27/16$.

Two products thus multiply the small gap by between $\sqrt2$ and $27/16$. The coefficient of $\ln(W/\Delta)$ lies between $2/\ln(27/16)\approx3.82$ and $2/\ln\sqrt2\approx5.77$, whatever the number of converged levels. A long numerical orbit gives an average of 4.77, close to McWeeny's 4.93.

## Worked example

The model is a half-filled ring of 200 sites with alternating nearest-neighbour matrix elements $+3$ and $+2$ eV and second-neighbour matrix element $+0.2$ eV (called hoppings below). Its frontier levels are $-1.4$ and $0.6$ eV, so $\Delta=2.0$ eV and $\mu=-0.4$ eV. Row sums give $3+2+2(0.2)=5.4$ eV; widening by 0.1 eV gives the interval $\pm5.5$ eV and $W=11$ eV. For McWeeny,

$$w=5.5+0.4=5.9\ \text{eV},\qquad y_0=\frac{2.0}{2(5.9)}=0.169 .$$

The bounds become $2.67<n_h<4.15$, so $n_h$ is 3 or 4. The error first falls below $\tfrac14$ at iteration 3, where it is 0.235. For $\tau=10^{-10}$ the tail bound asks for $2^k\ge76$, or $k=7$, so at most $3+7=10$ iterations are needed. The run takes 9, or 18 products. Its later errors are

$$5.34\times10^{-2},\quad8.24\times10^{-3},\quad2.03\times10^{-4},\quad1.23\times10^{-7}.$$

As a check, $3(2.03\times10^{-4})^2=1.24\times10^{-7}$, which agrees within rounding.

All counts in this section are the products needed until the true error $\|X-P\|_2$, measured against the exact projector, falls below $\tau=10^{-10}$. By this measure trace correction takes 17 products. Near the end the two errors behave as follows.

| Products | $a$ | $b$ | Next map |
|---|---|---|---|
| 13 | $2.4\times10^{-4}$ | $8.7\times10^{-3}$ | $2X-X^2$ |
| 14 | $4.8\times10^{-4}$ | $9.7\times10^{-6}$ | $X^2$ |
| 15 | $3.7\times10^{-8}$ | $1.9\times10^{-5}$ | $2X-X^2$ |

Each step doubles one error and reduces the other quadratically. Over the two steps $m$ falls from $8.7\times10^{-3}$ to $1.9\times10^{-5}$, below the bound $4m^2=3.0\times10^{-4}$. Neither count uses the stopping check of the loops, which is stricter. After 17 products $\mathrm{Tr}(X-X^2)=1.4\times10^{-10}$ still exceeds $tol/2=5\times10^{-11}$, so with $tol=10^{-10}$ trace correction takes an 18th step before its check succeeds. McWeeny passes its check after 9 iterations, since 200 levels with errors below $5\times10^{-14}$ give $\mathrm{Tr}(X-X^2)\le10^{-11}$. With the product used by the check, both loops then cost 19 products.

Closing the gap at fixed $W$, by bringing the two alternating hoppings together at fixed sum, gives the counts below. They and the fits that follow come from applying the maps to the eigenvalues, which leaves out rounding of the eigenvectors. In double-precision matrix arithmetic rounding also rotates the frontier pair, by an amount that grows roughly in proportion to $W/\Delta$. For this ring the final error stays below $10^{-10}$ up to $W/\Delta=10^6$. At $10^8$ it is about $5\times10^{-9}$, so $\tau=10^{-10}$ is not reached there even though the stopping check passes.

| $W/\Delta$ | McWeeny | Trace correction |
|---|---|---|
| $10^2$ | 32 | 32 |
| $10^4$ | 56 | 54 |
| $10^6$ | 78 | 76 |
| $10^8$ | 100 | 96 |

Fits over $10^3\le W/\Delta\le10^9$, averaged over five second-neighbour hoppings, give slopes of 4.93 for McWeeny and 4.78 for trace correction per unit of $\ln(W/\Delta)$. The second is close to the isolated-pair average (the numerical check requires agreement within 10%). In this range the gap, about 0.01 eV or less, lies far below the distance of about 0.15 eV to the next levels of the 200-site ring, so the frontier pair is isolated; the scan does not test a spectrum that is dense near the gap. At the original gap, rings of 100, 400 and 1600 sites need 18 McWeeny products each, and 18, 17 and 17 trace-correcting products. The numerical check also tests the two-step law and the frontier bounds on random spectra.

## Cost and crossover size

A dense product takes about $2n^3$ floating-point operations if symmetry is not used, so $M$ products take $2Mn^3$. The logarithmic count does not by itself reduce the scaling with size.

Linear cost needs an additional condition: the iterates can be truncated to about $s$ stored elements per row, with $s$ independent of $n$. A sparse product then costs about $2ns^2$ operations. If dense diagonalization costs $\alpha n^3$ operations at the same speed, sparse purification is cheaper when

$$2Mns^2<\alpha n^3,\qquad n>s\sqrt{2M/\alpha}.$$

If sparse operations are slower by a factor $\eta$, the crossover size grows by $\sqrt\eta$. It is proportional to $s$ but only to the square root of $M$, so the row occupation matters more than a few extra products. The value of $s$ depends on the system, basis and truncation threshold, and the count derived here does not supply it.

## Stability and failure modes

**Truncation and rounding.** Consider a small perturbation $\eta$ of $P$ that couples occupied and empty spaces, so $P\eta+\eta P=\eta$ and $P\eta P=0$. To first order,

$$(P+\eta)^2=P+\eta,\qquad(P+\eta)^3=P+P\eta+P\eta P+\eta P=P+\eta .$$

McWeeny returns $P+3\eta-2\eta=P+\eta$, and both trace-correcting maps also return $P+\eta$. Purification thus does not undo a rotation of the occupied space. Such truncation errors can add up over the steps, and a small $\mathrm{Tr}(X-X^2)$ does not reveal them. Truncation can also push eigenvalues outside $[0,1]$. These contribute negative terms to $\mathrm{Tr}(X-X^2)$, so the stopping check, which assumed $x\in[0,1]$, can pass while the error exceeds $tol$.

**Tolerance too small.** When $|\mathrm{Tr}X-N_o|$ is at rounding level, the trace rule chooses arbitrarily, and repeating the wrong map doubles an error each time. If an occupied eigenvalue lies at $1+\delta$ and this excess dominates the trace, the rule keeps squaring and doubles $\delta$ at every step, so a loop run past convergence can diverge; the mirror case is an empty eigenvalue below 0. The tolerance should stay above the rounding error of the traces, and a second exit guards against rounding. Let $e=\mathrm{Tr}(X-X^2)$. Once $e<1/32$ and $|\mathrm{Tr}X-N_o|<\tfrac12$, the argument for the stopping check gives $m\le2e$, so $e''\le2m''\le8m^2\le32e^2<e$ in exact arithmetic. From then on the loop should stop when $e$ no longer falls over two steps. Earlier, $e$ can rise over two steps without any rounding error.

**Interval too narrow.** In the McWeeny map a level with $\sqrt3<|s|<\sqrt5$ changes sign in one step and may end with the wrong occupation; for $|s|>\sqrt5$ the iteration diverges. In trace correction, squaring sends $1+\delta$ to $1+2\delta+\delta^2$, moving it farther out, while $2X-X^2$ sends it to $1-\delta^2$, back inside for $\delta<1$. The outcome depends on the sequence of maps, and the convergence proof no longer applies.

**Wrong chemical potential.** If $\mu$ lies between two other levels, McWeeny converges to the projector on all levels below $\mu$. The result is idempotent but has the wrong trace, which the final check detects. If $\mu$ coincides with a level, $s=0$ is a fixed point, and in exact arithmetic that level never moves. The fixed point is repelling, however: a rounding error in $s$ grows by $3/2$ per iteration. In double precision, after roughly $\ln10^{16}/\ln(3/2)\approx90$ iterations or somewhat more, the level typically ends as occupied or empty according to rounding alone. If rounding leaves $s$ exactly zero, as can happen for a diagonal $H$, the loop never passes its check.

**Vanishing gap.** If $\Delta=0$, $P$ itself is not unique. In exact arithmetic $h=l$ at every step and trace correction cannot separate the levels. With rounding, the pair usually acquires a tiny artificial gap that the iteration amplifies. The loop can then pass its stopping check with the right trace, after somewhat more than $4.77\ln10^{16}\approx180$ steps in double precision (typically 185 to 200, including the final convergence), having occupied an arbitrary vector of the degenerate space. An unusually large step count is the warning. Fractional occupations, as at finite electronic temperature, are not idempotent and need a different expansion.

## Calculated quantities

```
sites 200, occupied levels 100, error tolerance 1e-10
hoppings t1, t2, second neighbour: 3.0, 2.0, 0.2 eV
HOMO -1.4000 eV, LUMO 0.6000 eV, gap 2.0000 eV
interval -5.5000 to 5.5000 eV, W 11.0000 eV
W/gap 5.5000, mu -0.4000 eV, w 5.9000 eV
McWeeny initial y 0.16949
McWeeny: iteration, spectral-norm error
   0  4.153e-01
   1  3.741e-01
   2  3.151e-01
   3  2.353e-01
   4  1.401e-01
   5  5.338e-02
   6  8.243e-03
   7  2.027e-04
   8  1.233e-07
   9  4.650e-14
Trace correction, last steps: products, a, b, error, Tr(X-X^2), next
   9  2.67e-01  1.36e+00  1.19e-01  1.51e+00  2X-X^2
  10  5.29e-01  1.12e-01  6.11e-02  6.17e-01  X^2
  11  2.27e-02  2.22e-01  2.82e-02  2.40e-01  2X-X^2
  12  4.53e-02  4.36e-03  7.45e-03  4.94e-02  X^2
  13  2.37e-04  8.72e-03  1.59e-03  8.95e-03  2X-X^2
  14  4.75e-04  9.71e-06  1.11e-04  4.84e-04  X^2
  15  3.72e-08  1.94e-05  5.04e-06  1.95e-05  2X-X^2
  16  7.44e-08  6.89e-11  2.47e-08  7.44e-08  X^2
  17  1.42e-14  1.38e-10  5.08e-11  1.38e-10  2X-X^2
products: McWeeny 18, trace correction 17
(one further product serves as the trace-correction stopping check)
W/gap, McWeeny products, trace-correction products
  1e1   22   20
  1e2   32   32
  1e3   44   42
  1e4   56   54
  1e5   66   64
  1e6   78   76
  1e7   90   86
  1e8  100   96
McWeeny slope per ln(W/gap): fit 4.933, theory 4.933
trace slope: fit 4.780, orbit average 4.767
trace slope limits, isolated pair: 3.822, 5.771
two-step gap growth: 1.4144 to 1.6868
random spectra tested 500
largest m''/m^2 3.957, m'/m^2 3.22e+09
sites, McWeeny products, trace products at fixed gap
   100   18   18
   400   18   17
  1600   18   17
```
